**Sticking probability as a function of conditions**

The program evaluates $S=\alpha P$, where $\alpha$ is the probability of trapping in a physisorbed state and $P=(1-\theta)/(1-\theta+r)$ is the probability of subsequent chemisorption. Here $\theta$ is the coverage and $r$ is the ratio of the desorption rate to the chemisorption rate. It asserts that the trapping formula agrees with explicit elastic collisions, and that the formula for $P$ agrees with linear equations for fast hopping on a randomly filled lattice. Further assertions compare the exposure formula with a numerical solution of the uptake equation, thermal averages with integration over speed and angle, and the direct-barrier criterion with classical trajectories. The program also asserts the trends with energy, angle and surface temperature over the sampled ranges, including the reversed temperature trend for a high chemisorption barrier. For the chosen model parameters, the output shows $S$ on an empty surface falling from 0.87 at 300 K to 0.20 at 900 K. It also shows that using the initial $S$ throughout a 600 K exposure meant to reach 90% coverage would leave the surface at 67%.

## Program and output

```python
"""Sticking probability S = alpha * P for one molecule on one crystal face.
alpha: trapping probability of a molecule striking a thermal hard cube.
P = (1-theta)/(1-theta+r): chance that a trapped, fast-hopping molecule
chemisorbs; theta is coverage, r = desorption rate / chemisorption rate.
Result under test: S varies with coverage, surface temperature, incident
energy and incidence angle (measured from the surface normal).
A separate direct channel over a flat barrier has opposite energy and
angle trends. Energies are in eV, temperatures in K, speeds in m/s.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import ndtr

EV = const.e
KB = const.k
KB_EV = KB / EV
m = 30 * const.atomic_mass
M = 150 * const.atomic_mass
mu = m / M
W = 0.30
EA = 0.15
EA_HIGH = 0.45
R = 20.0
T_REF = 600.0
E_REF = 0.10
V_DIRECT = 0.40


def speeds(E_n, Ts):
    u = np.sqrt(2 * (E_n + W) * EV / m)
    u_escape = np.sqrt(2 * W * EV / m)
    sigma = np.sqrt(KB * Ts / M)
    v_cut = ((1 + mu) * u_escape - (1 - mu) * u) / 2
    return u, u_escape, sigma, v_cut


def trapping(E_n, Ts):
    u, _, sigma, v_cut = speeds(E_n, Ts)
    x = v_cut / sigma
    return ndtr(x) - sigma / u * np.exp(-x**2 / 2) / np.sqrt(2 * np.pi)


def rate_ratio(Ts, barrier=EA):
    return R * np.exp(-(W - barrier) / (KB_EV * Ts))


def fate(theta, Ts, barrier=EA):
    return (1 - theta) / (1 - theta + rate_ratio(Ts, barrier))


def sticking(theta=0.0, Ts=T_REF, E=E_REF, deg=0.0, barrier=EA):
    E_n = E * np.cos(np.radians(deg))**2
    return trapping(E_n, Ts) * fate(theta, Ts, barrier)


# Explicit elastic collisions in the centre-of-mass frame.
def trapping_by_collisions(E, deg, Ts):
    v_parallel = np.sqrt(2 * E * EV / m) * np.sin(np.radians(deg))
    u = np.sqrt(2 * (E + W) * EV / m - v_parallel**2)
    sigma = np.sqrt(KB * Ts / M)
    cube_v = np.linspace(-8 * sigma, 8 * sigma, 400001)
    weight = np.clip(u + cube_v, 0, None) * np.exp(-cube_v**2 / (2 * sigma**2))
    v_cm = (-m * u + M * cube_v) / (m + M)
    v_out = 2 * v_cm + u
    trapped = (v_out <= 0) | (0.5 * m * v_out**2 < W * EV)
    return np.sum(weight[trapped]) / np.sum(weight)


for E, deg, Ts in [(0.05, 0, 300), (0.10, 0, 600), (0.40, 0, 600),
                   (0.40, 60, 600), (0.80, 30, 900)]:
    E_n = E * np.cos(np.radians(deg))**2
    assert abs(trapping_by_collisions(E, deg, Ts) - trapping(E_n, Ts)) < 2e-4
E_cold = 4 * mu * W / (1 - mu)**2
assert trapping_by_collisions(0.99 * E_cold, 0, 0.001) > 0.99
assert trapping_by_collisions(1.01 * E_cold, 0, 0.001) < 0.01


# Master equation for a molecule hopping over fixed empty and filled sites.
side = 30
n_sites = side**2
index = np.arange(n_sites).reshape(side, side)
hop_matrix = np.zeros((n_sites, n_sites))
for axis in (0, 1):
    for shift in (-1, 1):
        neighbour = np.roll(index, shift, axis=axis)
        hop_matrix[index.ravel(), neighbour.ravel()] += 0.25
rng = np.random.default_rng(7)
site_order = rng.permutation(n_sites)


def lattice_fate(theta, Ts, hop_factor):
    empty = np.ones(n_sites)
    empty[site_order[:int(round(theta * n_sites))]] = 0
    r = rate_ratio(Ts)
    hop = hop_factor * (1 + r)
    matrix = np.diag(empty + r + hop) - hop * hop_matrix
    return np.mean(np.linalg.solve(matrix, empty))


for theta, Ts in [(0.5, 300), (0.5, 600), (0.8, 600), (0.8, 900)]:
    assert abs(lattice_fate(theta, Ts, 1e4) - fate(theta, Ts)) < 2e-3
lattice_fast = lattice_fate(0.5, T_REF, 1e4)
lattice_still = lattice_fate(0.5, T_REF, 0)
assert abs(lattice_still - 0.5 / (1 + rate_ratio(T_REF))) < 1e-10
assert lattice_fast > lattice_still + 0.05

# Trends claimed for the trapping channel and its two barrier orderings.
energies = np.linspace(0.01, 1.0, 200)
angles = np.linspace(0, 80, 161)
temperatures = np.linspace(300, 900, 121)
assert np.all(np.diff(sticking(E=energies)) < 0)
assert np.all(np.diff(sticking(E=0.40, deg=angles)) > 0)
assert np.all(np.diff(sticking(Ts=temperatures)) < 0)
assert np.all(np.diff(sticking(Ts=temperatures, barrier=EA_HIGH)) > 0)

# Exposure is the number of incident molecules per adsorption site.
alpha_ref = trapping(E_REF, T_REF)
r_ref = rate_ratio(T_REF)


def exposure(theta):
    return (theta - r_ref * np.log(1 - theta)) / alpha_ref


target = 0.90
true_exposure = exposure(target)
constant_exposure = target / sticking()
uptake = solve_ivp(lambda dose, y: [sticking(theta=y[0])],
                   (0, true_exposure), [0.0], rtol=1e-9, atol=1e-11)
assert abs(uptake.y[0, -1] - target) < 1e-6
actual_coverage = brentq(lambda q: exposure(q) - constant_exposure, 0, 0.999)
assert constant_exposure < true_exposure and actual_coverage < target


# Thermal flux: one normal-energy integral versus speed and angle integration.
def thermal_trapping(Tg, Ts=T_REF):
    return quad(lambda x: np.exp(-x) * trapping(x * KB_EV * Tg, Ts), 0, 45)[0]


def flux_average(function, Tg):
    n_speed, n_angle = 1600, 1000
    speed = (np.arange(n_speed) + 0.5) * 7 / n_speed
    angle = (np.arange(n_angle) + 0.5) * np.pi / (2 * n_angle)
    weight = (speed**3 * np.exp(-speed**2))[:, None]
    weight = weight * (np.cos(angle) * np.sin(angle))[None, :]
    E_n = KB_EV * Tg * (speed[:, None] * np.cos(angle)[None, :])**2
    return np.sum(weight * function(E_n)) / np.sum(weight)


for Tg in (300, 900):
    average = flux_average(lambda e: trapping(e, T_REF), Tg)
    assert abs(average - thermal_trapping(Tg)) < 1e-4
for Tg in (600, 900):
    direct = flux_average(lambda e: e > V_DIRECT, Tg)
    assert abs(direct / np.exp(-V_DIRECT / (KB_EV * Tg)) - 1) < 0.01


# Classical trajectories over a flat barrier, with unit mass and eV energies.
E_DIRECT = 0.50
critical_angle = np.degrees(np.arccos(np.sqrt(V_DIRECT / E_DIRECT)))


def crosses_barrier(E, deg):
    def motion(t, y):
        force_z = 2 * V_DIRECT * np.tanh(y[1]) / np.cosh(y[1])**2
        return [y[2], y[3], 0.0, force_z]
    speed = np.sqrt(2 * E)
    angle = np.radians(deg)
    start = [0, 8, speed * np.sin(angle), -speed * np.cos(angle)]
    path = solve_ivp(motion, (0, 30), start, rtol=1e-9, atol=1e-11)
    return path.y[1, -1] < 0


assert crosses_barrier(E_DIRECT, critical_angle - 1.5)
assert not crosses_barrier(E_DIRECT, critical_angle + 1.5)
assert not crosses_barrier(0.39, 0) and crosses_barrier(0.41, 0)

print(f"Molecule mass {m/const.atomic_mass:.0f} u; cube mass "
      f"{M/const.atomic_mass:.0f} u; mass ratio {mu:.2f}")
print(f"Well depth {W:.2f} eV; chemisorption barrier {EA:.2f} eV; "
      f"prefactor ratio {R:.0f}")
print(f"Reference: {T_REF:.0f} K surface, {E_REF:.2f} eV, normal, empty")
u, ue, sig, vc = speeds(E_REF, T_REF)
print(f"Impact speed {u:.0f} m/s; escape speed {ue:.0f} m/s")
print(f"Cube thermal speed sigma {sig:.1f} m/s; cutoff {vc:.1f} m/s")
print(f"Cutoff/sigma {vc/sig:.3f}; sigma/impact speed {sig/u:.4f}")
print(f"Cold-cube trapping limit {E_cold:.3f} eV")
print(f"k_B T at reference {KB_EV*T_REF:.5f} eV")
print(f"Reference alpha {alpha_ref:.4f}; r {r_ref:.4f}; "
      f"P {fate(0, T_REF):.4f}; S {sticking():.4f}")
print(f"Alpha from explicit collisions "
      f"{trapping_by_collisions(E_REF, 0, T_REF):.4f}")
for theta in (0, 0.25, 0.50, 0.75, 0.90):
    print(f"Coverage {theta:.2f}: S {sticking(theta=theta):.4f}")
for Ts in (300, 450, 600, 750, 900):
    print(f"Surface {Ts} K: alpha {trapping(E_REF, Ts):.4f}; "
          f"r {rate_ratio(Ts):.4f}; S {sticking(Ts=Ts):.4f}")
for E in (0.05, 0.10, 0.20, 0.40, 0.80):
    print(f"Energy {E:.2f} eV: alpha {trapping(E, T_REF):.4f}; "
          f"S {sticking(E=E):.4f}")
for deg in (0, 30, 45, 60):
    E_n = 0.40 * np.cos(np.radians(deg))**2
    print(f"0.40 eV at {deg} deg: normal energy {E_n:.3f} eV; "
          f"S {sticking(E=0.40, deg=deg):.4f}")
for Ts in (300, 600, 900):
    ratio = sticking(theta=0.5, Ts=Ts) / sticking(Ts=Ts)
    print(f"Surface {Ts} K: S(half coverage)/S(empty) {ratio:.4f}")
print(f"Half coverage, 600 K: lattice P fast hopping {lattice_fast:.4f}; "
      f"formula {fate(0.5, T_REF):.4f}; no hopping {lattice_still:.4f}")
for Ts in (300, 600, 900):
    print(f"Barrier {EA_HIGH:.2f} eV, surface {Ts} K: "
          f"S {sticking(Ts=Ts, barrier=EA_HIGH):.3e}")
print(f"Exposure for coverage {target:.2f}: {true_exposure:.3f} "
      "incident molecules/site")
print(f"Constant-S estimate: {constant_exposure:.3f} molecules/site; "
      f"actual coverage then {actual_coverage:.3f}")
for Tg in (300, 600, 900):
    average = thermal_trapping(Tg)
    print(f"Gas {Tg} K, surface 600 K: mean alpha {average:.4f}; "
          f"S {average*fate(0, T_REF):.4f}")
print(f"Direct barrier {V_DIRECT:.2f} eV: at {E_DIRECT:.2f} eV "
      f"critical angle {critical_angle:.2f} deg")
for Tg in (300, 600, 900):
    print(f"Direct channel, gas {Tg} K: "
          f"S {np.exp(-V_DIRECT/(KB_EV*Tg)):.3e}")
print("finished without a failed check")
```

It prints:

```
Molecule mass 30 u; cube mass 150 u; mass ratio 0.20
Well depth 0.30 eV; chemisorption barrier 0.15 eV; prefactor ratio 20
Reference: 600 K surface, 0.10 eV, normal, empty
Impact speed 1604 m/s; escape speed 1389 m/s
Cube thermal speed sigma 182.4 m/s; cutoff 191.9 m/s
Cutoff/sigma 1.052; sigma/impact speed 0.1137
Cold-cube trapping limit 0.375 eV
k_B T at reference 0.05170 eV
Reference alpha 0.8275; r 1.0992; P 0.4764; S 0.3942
Alpha from explicit collisions 0.8275
Coverage 0.00: S 0.3942
Coverage 0.25: S 0.3356
Coverage 0.50: S 0.2587
Coverage 0.75: S 0.1533
Coverage 0.90: S 0.0690
Surface 300 K: alpha 0.9210; r 0.0604; S 0.8685
Surface 450 K: alpha 0.8690; r 0.4179; S 0.6129
Surface 600 K: alpha 0.8275; r 1.0992; S 0.3942
Surface 750 K: alpha 0.7941; r 1.9637; S 0.2679
Surface 900 K: alpha 0.7664; r 2.8911; S 0.1970
Energy 0.05 eV: alpha 0.8782; S 0.4184
Energy 0.10 eV: alpha 0.8275; S 0.3942
Energy 0.20 eV: alpha 0.7048; S 0.3357
Energy 0.40 eV: alpha 0.4324; S 0.2060
Energy 0.80 eV: alpha 0.0908; S 0.0433
0.40 eV at 0 deg: normal energy 0.400 eV; S 0.2060
0.40 eV at 30 deg: normal energy 0.300 eV; S 0.2702
0.40 eV at 45 deg: normal energy 0.200 eV; S 0.3357
0.40 eV at 60 deg: normal energy 0.100 eV; S 0.3942
Surface 300 K: S(half coverage)/S(empty) 0.9461
Surface 600 K: S(half coverage)/S(empty) 0.6563
Surface 900 K: S(half coverage)/S(empty) 0.5737
Half coverage, 600 K: lattice P fast hopping 0.3126; formula 0.3127; no hopping 0.2382
Barrier 0.45 eV, surface 300 K: S 1.391e-04
Barrier 0.45 eV, surface 600 K: S 2.268e-03
Barrier 0.45 eV, surface 900 K: S 5.500e-03
Exposure for coverage 0.90: 4.146 incident molecules/site
Constant-S estimate: 2.283 molecules/site; actual coverage then 0.670
Gas 300 K, surface 600 K: mean alpha 0.8982; S 0.4279
Gas 600 K, surface 600 K: mean alpha 0.8724; S 0.4156
Gas 900 K, surface 600 K: mean alpha 0.8435; S 0.4018
Direct barrier 0.40 eV: at 0.50 eV critical angle 26.57 deg
Direct channel, gas 300 K: S 1.907e-07
Direct channel, gas 600 K: S 4.367e-04
Direct channel, gas 900 K: S 5.756e-03
finished without a failed check
```
